# The largest hot volume of an instantaneous point thermal spike

## Result

Heat $E$ is released at one point, at one instant, in an unbounded uniform medium. The heat capacity per volume $C$ and the thermal diffusivity $D$ are constants. Choose a temperature rise $\theta>0$ above the initial uniform temperature. The region hotter than this grows, reaches a largest volume, and disappears. That largest volume is

$$
V_{\max}=\sqrt{\frac{6}{\pi}}\;e^{-3/2}\,\frac{E}{C\theta}\approx 0.308\,\frac{E}{C\theta}. \tag{1}
$$

At fixed $C$ and $\theta$ it is proportional to $E$, and $D$ is absent. The diffusivity sets how long the hot region lasts.

The use in mind is ion implantation, where a heavy ion leaves its energy in a region of crystal a few nanometres across, which may be left disordered. Equation (1) concerns temperature rise. Melting needs latent heat as well, which is treated below. I use eV, nm, ps and K; no electromagnetic units enter.

## The simplest case: an isotropic medium

Let $u(\mathbf r,t)$ be the temperature rise. Fourier's law gives the heat current $-K\nabla u$, with conductivity $K$. Energy conservation then reads $C\,\partial u/\partial t=\nabla\cdot(K\nabla u)$. With constant $K$ and $D=K/C$,

$$
\frac{\partial u}{\partial t}=D\nabla^2u,\qquad \int C\,u\,d^3r=E. \tag{2}
$$

At $t=0$ all the heat is at the origin, so $u=(E/C)\,\delta(\mathbf r)$. Its Fourier transform is the constant $E/C$. Each Fourier component obeys $\partial\hat u/\partial t=-Dk^2\hat u$, hence $\hat u=(E/C)e^{-Dk^2t}$. The inverse transform is a product of three equal integrals. For one of them, complete the square:

$$
-Dk^2t+ikx=-Dt\left(k-\frac{ix}{2Dt}\right)^2-\frac{x^2}{4Dt}.
$$

The remaining Gaussian integral is $\sqrt{\pi/(Dt)}$. Divided by $2\pi$ it gives $(4\pi Dt)^{-1/2}$. Multiplying the three factors,

$$
u(r,t)=\frac{E}{C}\,\frac{1}{(4\pi Dt)^{3/2}}\exp\left(-\frac{r^2}{4Dt}\right). \tag{3}
$$

At each time $u$ decreases with $r$, so the region with $u>\theta$ is a ball. Its radius $R(t)$ follows from $u(R,t)=\theta$. Taking the logarithm,

$$
R^2=4Dt\,\ln\left[\frac{E}{C\theta}\,\frac{1}{(4\pi Dt)^{3/2}}\right].
$$

Define the time $t_0$ at which the square bracket equals one:

$$
t_0=\frac{1}{4\pi D}\left(\frac{E}{C\theta}\right)^{2/3}. \tag{4}
$$

Then $E/(C\theta)=(4\pi Dt_0)^{3/2}$, the bracket is $(t_0/t)^{3/2}$, and

$$
R^2(t)=6Dt\,\ln\frac{t_0}{t},\qquad 0<t<t_0. \tag{5}
$$

**Limits.** As $t\to0$, $t\ln(t_0/t)\to0$: the heat is intense but has reached almost no material. As $t\to t_0$ the logarithm vanishes: even the centre has cooled to the threshold. The largest ball lies between these times.

Differentiate (5):

$$
\frac{dR^2}{dt}=6D\left(\ln\frac{t_0}{t}-1\right),\qquad
\frac{d^2R^2}{dt^2}=-\frac{6D}{t}<0.
$$

The first derivative vanishes at $t_p=t_0/e$, and the negative second derivative makes this the maximum. There the logarithm is one, so

$$
R_{\max}^2=6Dt_p=\frac{6Dt_0}{e}=\frac{3}{2\pi e}\left(\frac{E}{C\theta}\right)^{2/3}. \tag{6}
$$

The $D$ in front has cancelled the $1/D$ in $t_0$. A better conductor spreads heat faster and loses the hot region sooner by the same factor. The volume is

$$
V_{\max}=\frac{4\pi}{3}\left(\frac{3}{2\pi}\right)^{3/2}e^{-3/2}\frac{E}{C\theta}.
$$

Since $\frac{4\pi}{3}\cdot\frac{3}{2\pi}=2$ and $2\sqrt{3/(2\pi)}=\sqrt{6/\pi}$, this is (1).

### The same ball, seen from a fixed point

Stay at distance $r$ and ask how hot it ever gets. From (3),

$$
\frac{\partial\ln u}{\partial t}=-\frac{3}{2t}+\frac{r^2}{4Dt^2}=0
\quad\Longrightarrow\quad t=\frac{r^2}{6D}.
$$

The derivative is positive before this time and negative after it. At the peak, $4Dt=2r^2/3$, so

$$
u_{\rm peak}(r)=\frac{E}{C}\left(\frac{3}{2\pi r^2}\right)^{3/2}e^{-3/2}
=\left(\frac{3}{2\pi e}\right)^{3/2}\frac{E}{Cr^3}. \tag{7}
$$

The peak rise is inversely proportional to the volume of the ball through the point. Setting $u_{\rm peak}=\theta$ returns (6). Thus $V_{\max}$ is both the largest volume hot at one instant and the total volume that is ever heated above $\theta$.

### Where the heat is

If all the heat were spread evenly at the rise $\theta$, it would fill $E/(C\theta)$. The factor 0.308 is smaller because some heat lies outside the ball and the inside is hotter than necessary. At $t_p$, (6) gives $R_{\max}^2/(4Dt_p)=3/2$, so the central rise is $e^{3/2}\theta$. With $y=r/\sqrt{4Dt_p}$ and $a=\sqrt{3/2}$, the fraction of heat inside is

$$
f=\frac{4}{\sqrt\pi}\int_0^a y^2e^{-y^2}dy
=\operatorname{erf}(a)-\frac{2a}{\sqrt\pi}e^{-a^2}
=\operatorname{erf}\sqrt{\tfrac32}-\sqrt{\tfrac6\pi}\,e^{-3/2}.
$$

The middle step is integration by parts, with $ye^{-y^2}=-\tfrac12\,d(e^{-y^2})/dy$. Numerically $f=0.608$. The mean rise inside is therefore $(0.608/0.308)\theta=1.97\,\theta$.

## What the diffusivity does control

Damage or annealing may depend on time spent hot as well as on volume. A simple measure is the time integral of the hot volume. From (5),

$$
\int_0^{t_0}V\,dt=\frac{4\pi}{3}(6D)^{3/2}\int_0^{t_0}t^{3/2}\left(\ln\frac{t_0}{t}\right)^{3/2}dt.
$$

Put $t=t_0e^{-w}$, so that $dt=-t_0e^{-w}dw$. The integral on the right becomes $t_0^{5/2}\int_0^\infty w^{3/2}e^{-5w/2}dw$, and

$$
\int_0^{t_0}V\,dt=\frac{4\pi}{3}(6D)^{3/2}t_0^{5/2}\,\Gamma\!\left(\tfrac52\right)\left(\tfrac25\right)^{5/2}
\propto\frac{E^{5/3}}{D}. \tag{8}
$$

The power of $D$ is $\tfrac32-\tfrac52=-1$; that of $E$ is $\tfrac23\cdot\tfrac52=\tfrac53$. A process that needs time at temperature therefore does not inherit the independence of $D$ found in (1).

## First generalization: an anisotropic crystal

Let the diffusivities along the principal axes be $D_1,D_2,D_3$, all positive, with geometric mean $\bar D=(D_1D_2D_3)^{1/3}$. Define new coordinates by $x_i=\sqrt{D_i/\bar D}\;x_i'$. Then

$$
\sum_iD_i\frac{\partial^2u}{\partial x_i^2}=\bar D\sum_i\frac{\partial^2u}{\partial x_i'^2},
\qquad
\prod_i\sqrt{\frac{D_i}{\bar D}}=1.
$$

The first relation restores the isotropic equation. The second says that volumes, and so the strength of the point source, are unchanged. The hot ball in the new coordinates is an ellipsoid in the real ones, with the same volume. Equation (1) holds with the same prefactor.

**Limit.** Let $D_1\to0$ with the other two fixed. The volume stays the same for every nonzero $D_1$, but $t_p\propto1/\bar D$ grows without bound. The ellipsoid becomes thin along axis 1, wide along the others, and ever later in reaching its full size.

## Second generalization: variable properties and latent heat

Let the heat content per volume be a function $h(T)$, including a jump at melting, and let the conductivity be $K(T)$:

$$
\frac{\partial h}{\partial t}=\nabla\cdot\left[K(T)\nabla T\right].
$$

Suppose $T(\mathbf r,t)$ is the solution for a point release $E$. Consider $T(\mathbf r/\lambda,t/\lambda^2)$. One time derivative gives a factor $\lambda^{-2}$, and so do two space derivatives, so the equation still holds. The excess heat, integrated over space, is multiplied by $\lambda^3$. The new function is therefore the solution for energy $\lambda^3E$, and every volume bounded by a given temperature is also multiplied by $\lambda^3$. Multiplying $K$ by a constant merely changes the rate of the clock. Hence

$$
V_{\max}=g\,E, \tag{9}
$$

where $g$ depends on the threshold, the initial temperature, $h(T)$ and the shape of $K(T)$, but not on the overall scale of $K$. This assumes that a spreading point-source solution exists, as it does for the bounded diffusivities used below. For constant properties, $g=0.308/(C\theta)$.

The argument also shows what can break proportionality: a fixed length, such as a source width or a distance to a surface, which does not stretch with $\lambda$. Whether it matters depends on its size compared with the hot region.

## Third generalization: a source of finite width

Let the initial heat be a Gaussian with standard deviation $s$ along each axis. Equation (3) is a Gaussian of variance $2Dt$ per axis. The finite source is therefore identical to a point spike that has already aged by $s^2/(2D)$.

If this age is less than $t_p$, the maximum is still to come and $V_{\max}$ is unchanged. The condition is

$$
s\le s_c,\qquad s_c^2=2Dt_p=\frac{R_{\max}^2}{3}. \tag{10}
$$

If $s>s_c$, the hot region is largest at the start and shrinks from then on. Put the age into (5) and use $2Dt_0=e\,s_c^2$:

$$
R^2=3s^2\ln\frac{e\,s_c^2}{s^2},\qquad s_c<s<\sqrt e\,s_c. \tag{11}
$$

**Limits.** At $s=s_c$ this gives $R^2=3s_c^2=R_{\max}^2$, joining the point result. At $s=\sqrt e\,s_c$ it gives zero: the energy is so dilute that no place exceeds the threshold.

## Example: 5 keV of heat in silicon

Take $E=5.0$ keV as the heat left by one heavy ion. The wafer is at 300 K and $\theta=1400$ K, which reaches roughly the melting temperature of crystalline silicon. Amorphous silicon melts lower, near 1420 K; that threshold would mean $\theta=1120$ K and a volume 25% larger than the one found below. With 50 atoms/nm³ and the classical lattice value $3k_B$ per atom, $C=0.01293$ eV/(nm³ K), so $C\theta=18.10$ eV/nm³. Then

$$
\frac{E}{C\theta}=\frac{5000}{18.10}=276.3\ \text{nm}^3,\qquad
V_{\max}=0.30836\times276.3=85.2\ \text{nm}^3.
$$

This is about 4260 atoms in a ball of radius 2.73 nm.

For the timing I take $D=0.01$ cm²/s $=1$ nm²/ps, a rough value for disordered silicon, and use it everywhere, as if the surroundings were disordered too. Cold crystalline silicon has a diffusivity tens of times larger. Around a disordered core it draws heat away quickly, and the effect depends on the size of the core. Solving the radial heat equation numerically with 1 nm²/ps inside the core and 85 nm²/ps outside gives about 34% of 85.2 nm³ for a core radius of 2 nm, 66% for 2.73 nm and 98% for 4 nm. These figures overstate the cooling, because the phonon mean free path in the cold crystal, about 32 nm by the estimate $3D/c$ used below, is much longer than the core radius and Fourier's law fails there. If the crystal instead removes heat at the ballistic rate $Ccu/4$ per area of the core surface, with sound speed $c=8$ nm/ps and no heat returning, the figures are about 39%, 90% and 100%. The 39% is simply the whole 2 nm core, the most that this model can count as hot. With the uniform value, the ball is largest at $t_p=1.24$ ps and gone at $t_0=3.38$ ps. Ten times the diffusivity would make these times 0.124 and 0.338 ps, with the same volume. The integral (8) would fall from 173 to 17.3 nm³ ps.

### How far the neglected effects move the number

**Source width.** Equation (10) gives $s_c=2.73/\sqrt3=1.58$ nm, and the hot region is absent from $s=2.60$ nm. A cascade width of 2 nm per axis, a rough value for this case, leaves 77% of the point-source volume. At 2.4 nm just 22% is left. The result is thus very sensitive to a length that is poorly known.

The width also spoils the proportionality. Since $s_c\propto E^{1/3}$, a width held at 2 nm gives no hot region below $5\,(2/2.598)^3\approx2.3$ keV, and (1) applies above $5\,(2/1.576)^3\approx10$ keV. In a real cascade the width itself changes with ion energy, so neither limit can be carried over without that dependence.

**Latent heat.** I take 0.5 eV per atom, or 25 eV/nm³, which is 1.38 times $C\theta$. To include it I solved the radial heat equation numerically for a point release, with concentric shells 0.05 nm thick, short explicit time steps, and melting at the rise $\theta$. The largest fully liquid volume, counting the liquid part of partly melted shells, is about 58 nm³, or 68% of 85.2 nm³. Simply replacing $C\theta$ by $C\theta+25$ eV/nm³ in (1) would give $85.2/2.38\approx36$ nm³, a poor estimate here. By (9) the melted volume is still proportional to $E$.

The 68% assumes that the melt has the same diffusivity as the disordered solid. Molten silicon is metallic and conducts much better. With a rough 20 nm²/ps in the melt and 1 nm²/ps in the solid, the same kind of calculation gives a melted volume of about 98 nm³, or 1.15 times 85.2 nm³. Even the direction of the correction therefore depends on how well the melt conducts. The larger volume is reached after only about 0.14 ps, and the calculation assumes that electrons and atoms share one temperature over so short a time, which is doubtful.

**Diffusivity that varies with temperature.** The same shell method, without latent heat, was used with $D(u)=D_h[1+9/(1+u/\theta)]$. This runs from $D_h$ in very hot material to $10D_h$ in cold material. The prefactor falls to 65% of its constant-$D$ value. The contrast between a disordered core and cold crystalline silicon is nearer 85 than 10; with 84 in place of 9 in the formula, the prefactor falls to about 41%. Independence of $D$ therefore means independence of its overall scale, not of its variation within the spike.

**Heat capacity.** A Debye model with a rough Debye temperature of 640 K gives 0.962 of the classical heat between 300 and 1700 K. Lowering $C$ by that factor would raise $V_{\max}$ by about 4%. A more serious warning comes from the centre: at $t_p$ the model temperature there is about 6600 K. Constant solid-state properties cannot be trusted at that temperature.

**Surface.** Treat the wafer surface as an insulating plane 7 nm above a point source. An equal image source 7 nm outside then makes the heat current through the plane vanish. At $t_p$ the image adds about $4\times10^{-11}\,\theta$ at the edge of the hot ball nearest the surface, which is negligible. In the opposite limit, a source on the surface, the image doubles the effective energy while half the ball lies in the material, and (1) is again recovered. Between these limits the volume is somewhat larger, by about 8% for a source one hot radius below the surface. With a surface, the largest volume hot at one instant and the volume ever heated above $\theta$ are no longer equal: the second is larger than (1) by about 10% at that depth.

**Fourier's law.** The kinetic estimate $D=c\ell/3$, with sound speed $c\approx8$ nm/ps, gives a phonon mean free path $\ell=0.375$ nm. This is well below the hot radius, though not by a very large factor. At $10D$, a rough scale for hot crystalline silicon, $\ell=3.75$ nm exceeds the radius. The predicted growth time of 0.124 ps is then also shorter than the 0.341 ps that sound needs to cross 2.73 nm. Diffusion is no longer a valid description there, even though (1) still returns a volume.

**Substrate temperature.** With the wafer at 700 K and the same final threshold of 1700 K, $\theta$ is 1000 K. At fixed $E$ and $C$ the volume becomes $85.2\times1.4=119$ nm³. A warmer wafer gives a larger hot region, but it may also help the crystal to recover, so this does not by itself predict more lasting damage.

## From one spike to accumulated damage

Suppose that every place once heated above $\theta$ counts as damaged, that nothing recovers, and that spikes do not warm one another. Let ions arrive independently, with $n$ spike centres per volume spread uniformly. The number of centres within $R_{\max}$ of a given point is then a Poisson variable with mean $nV_{\max}$. The point is untouched if that number is zero, so the damaged fraction is

$$
F=1-e^{-nV_{\max}}. \tag{12}
$$

**Limits.** For $nV_{\max}\ll1$, $F\approx nV_{\max}=0.308\,nE/(C\theta)$: for point sources, damage follows the deposited energy density $nE$, however it is divided among ions. A fixed source width breaks this rule at low ion energy, where the heat may be too dilute to reach the threshold. For large $nV_{\max}$ the hot regions overlap and $F$ tends to one.

Mean coverage one, $nV_{\max}=1$, leaves a fraction $e^{-1}=0.368$ untouched. It requires the energy density

$$
nE=\frac{E}{V_{\max}}=\frac{C\theta}{0.308},
$$

which contains neither $E$ nor $D$. Here it is $5000/(85.2\times50)=1.17$ eV per atom. If the centres are spread over a layer 14 nm thick, the dose is $14/85.2=0.164$ ions/nm², or $1.6\times10^{13}$ ions/cm². Within one hot radius of the layer's deep edge the coverage is lower, falling to about half at the edge itself. Near the wafer surface, if it is insulating, the mean coverage is higher by up to about 10%.

This dose is a scale for overlap of hot regions, not a prediction of when silicon becomes amorphous. The first ions strike crystalline silicon, whereas the 85.2 nm³ assumes disordered surroundings. Real ions stop with a peaked depth distribution, melted pockets can recrystallize, and atoms are also displaced by direct collisions. Within the thermal model, the 2 nm source width alone raises the dose by $1/0.774$, to about $2.1\times10^{13}$ ions/cm². Latent heat alone, with melting as the criterion and equal diffusivities in melt and solid, raises it by $1/0.680$, to about $2.4\times10^{13}$ ions/cm². These two corrections cannot be multiplied. A source 2 nm wide has a peak heat density of $2.19\,C\theta$, while complete melting needs $2.38\,C\theta$, so with both effects present a single spike melts no place completely. Counting the liquid part of the partly melted region gives about 19 nm³, or 22% of 85.2 nm³, reached at the start and well below the product $0.774\times0.680=0.53$.
